# Counting degenerate defect levels with monotonic Green's-function eigenvalues

A search for gap levels that looks for sign changes of a determinant can return one root where there are five states. An interstitial transition-metal atom in silicon shows how. In the model below its 3d shell gives an e doublet at 0.67 eV and a t2 triplet at 0.48 eV above the valence band. On a grid of 241 energies spaced by 4.7 meV, the determinant changes sign once: it touches zero at the doublet without crossing, and crosses at the triplet without revealing that three states lie there. Spin makes this worse. For one electron with time-reversal symmetry every level has even degeneracy (Kramers), so a determinant that includes both spins changes sign at none of them.

The cure is to follow the eigenvalues of the matrix instead of their product.

## Setting and reduction

Let $H=H_0+V$ in an orthonormal basis. The host $H_0$ has a gap, and the defect potential $V$ is Hermitian, independent of energy and of finite rank $r$. Matrices are taken real; for complex ones, replace each transpose by the Hermitian conjugate. The host Green's function is

$$G_0(E)=(E-H_0)^{-1},$$

with real $E$ in the gap, so no imaginary part is added.

The inverse $V^{-1}$ exists only on the range of $V$. Diagonalize $V$ and keep its nonzero eigenvalues:

$$V=W v W^T,\qquad W^TW=1,\qquad v=\mathrm{diag}(v_1,\dots,v_r).$$

The central object is the $r\times r$ matrix

$$M(E)=v^{-1}-W^TG_0(E)W .$$

**Levels are null vectors of $M$.** Suppose $H\psi=E\psi$ with $E$ in the gap, that is,

$$(E-H_0)\psi=V\psi .$$

If $V\psi$ vanished, $E$ would be a host eigenvalue, which the gap excludes. Define $c=vW^T\psi$. Then $V\psi=Wc$, so $c\neq0$ and $\psi=G_0Wc$. Multiplying by $W^T$ and using $W^T\psi=v^{-1}c$ gives

$$v^{-1}c=W^TG_0Wc\quad\Longrightarrow\quad M(E)c=0 .$$

Conversely, let $Mc=0$ with $c\ne0$ and set $\psi=G_0Wc$. Then $W^T\psi=v^{-1}c$, hence $V\psi=Wvv^{-1}c=Wc=(E-H_0)\psi$. This $\psi$ is an eigenstate, and it is nonzero because $Wc\neq0$. The two linear maps undo each other, so the degeneracy of the level equals the dimension of the null space of $M$.

## Why the eigenvalues rise

For two energies in the gap,

$$G_0(E+h)-G_0(E)=-h\,G_0(E+h)G_0(E),$$

as multiplication by $E+h-H_0$ on the left and $E-H_0$ on the right confirms. Dividing by $h$ and letting $h\to0$ gives $G_0'=-G_0^2$. Since $v$ is constant,

$$M'(E)=W^TG_0^2W,\qquad c^TM'c=\|G_0Wc\|^2>0\quad(c\neq0).$$

Order the eigenvalues as $\mu_1\le\dots\le\mu_r$. The min-max principle states

$$\mu_j(E)=\min_{\dim S=j}\ \max_{c\in S,\ \|c\|=1}c^TM(E)c .$$

For $E_2>E_1$ the difference $M(E_2)-M(E_1)=\int_{E_1}^{E_2}M'\,dE$ is positive definite. If $\delta>0$ is its smallest eigenvalue, every quadratic form in the min-max expression grows by at least $\delta$, so $\mu_j(E_2)\ge\mu_j(E_1)+\delta$. Each ordered eigenvalue is therefore continuous and strictly increasing, even where curves of different symmetry cross and the ordered curves acquire kinks. It passes zero at most once.

Let $n_-(E)$ be the number of negative eigenvalues of $M(E)$. If $[a,b]$ lies in the gap and neither end is a level, the levels in it, counted with multiplicity, number

$$N(a,b)=n_-(a)-n_-(b).$$

This count needs two small diagonalizations and no scan. It also shows that a potential of rank $r$ binds at most $r$ states in the gap.

## What the determinant loses

The identity $\det(1-AB)=\det(1-BA)$, with $A=W$ and $B=vW^TG_0$, gives

$$\det(1-VG_0)=\det(1-vW^TG_0W)=\det v\,\det M(E).$$

At an $m$-fold level $E_0$, $m$ eigenvalues vanish. By degenerate first-order perturbation theory their slopes $s_i$ are the eigenvalues of $M'(E_0)$ restricted to the null space, and all are positive. Thus

$$\det M(E)\simeq K\,(E-E_0)^m\prod_{i=1}^m s_i ,$$

where $K$ is the product of the nonzero eigenvalues. Even $m$ gives no sign change. Two separate levels of odd multiplicity inside one grid step give none either, since their two changes cancel between grid points.

Searching for minima of $|\det M|$ can locate an even level, but it still needs a grid and does not count the states directly. It is also sensitive to any error that does not shrink near the root, such as that of an interpolated determinant. With $C=|K|\prod s_i$, such an error $\eta$ displaces an $m$-fold root by about $(\eta/C)^{1/m}$, whereas an error $\eta$ in one eigenvalue displaces its root by about $\eta/s_i$. Rounding in a stable factorization is less harmful, because it acts like a small change of $M$ itself.

## Algorithm

```
input: host energies e_n, host states, V, [a,b]
diagonalize V; keep |v_i| > eta; form W
project each host state: x_n = W^T phi_n

function M(E):
    return diag(1/v) - sum_n x_n x_n^T/(E-e_n)

A = ordered eigenvalues of M(a)
B = ordered eigenvalues of M(b)
if any entry of A or B is zero within
   rounding error: move that end, restart
for j = 1..r:
    if A[j] < 0 < B[j]:
        solve mu_j(E) = 0 by a bracketed method
group equal roots; group size = multiplicity
```

For complex Bloch states, read $x_nx_n^T$ as $x_nx_n^\dagger$. Each root has its own bracket, so a degenerate level is found $m$ times and no grid spacing enters. Symmetry labels are not needed, although sorting $W$ by symmetry would make $M$ block diagonal and cheaper.

**Cost.** With $n$ host states, one evaluation takes about $nr^2$ multiplications to build $M$ and of order $r^3$ to diagonalize it. A $16^3$ mesh with ten host orbitals per cell has $n=40\,960$. The host is diagonalized once, as 4096 matrices of size 10. Dense diagonalization of the equivalent periodic crystal would involve one matrix of size 40 965, with work growing as the cube of that size.

**Wave function and weights.** For a null vector $c$, the slope supplies the norm:

$$\langle\psi|\psi\rangle=\|G_0Wc\|^2=c^TW^TG_0^2Wc=c^TM'c .$$

For unit $c$ this is also the slope of the crossing eigenvalue, provided that, in a degenerate null space, $c$ is chosen as an eigenvector of $M'$ restricted to that space.

## Adding a d shell

An impurity at an interstitial site brings orbitals that the host lacks. Include them in $H_0$ as decoupled orbitals at an arbitrary energy $E_{\rm ref}$, and let $V$ move them to their energy $\varepsilon_d$ and couple them to the host:

$$V=\begin{pmatrix}(\varepsilon_d-E_{\rm ref})\,1&T\\T^T&U\end{pmatrix}.$$

Here $T$ holds the hopping elements and $U$ is a potential on the neighbours. $E_{\rm ref}$ cancels in $H$, but it is a pole of $G_0$ and must lie outside $[a,b]$.

With $W_d$ the d rows of $W$, the relation $\psi=G_0Wc$ gives $\psi_d=W_dc/(E-E_{\rm ref})$. The d weight is therefore

$$w_d=\frac{\|W_dc\|^2}{(E-E_{\rm ref})^2\,c^TM'c}=\frac{\partial E}{\partial\varepsilon_d}.$$

The last equality is the Hellmann-Feynman theorem, because $\varepsilon_d$ multiplies the projector on the d shell. It applies to a degenerate level when, as here, shifting the whole shell leaves the degeneracy intact.

For $U=0$ the host can be eliminated instead. Its amplitude is $h=gT^T\psi_d$, where $g$ is the Green's function of the host alone, and the d equation becomes

$$[E-\varepsilon_d-S(E)]\psi_d=0,\qquad S=TgT^T .$$

In tetrahedral symmetry $S$ is one number for e and another for t2. Since $g'=-g^2$, the host part of the norm is $\psi_d^TTg^2T^T\psi_d=-S'\|\psi_d\|^2$, so

$$w_d=\frac{1}{1-S'(E)} .$$

This form is smaller, 5 by 5, and equally monotonic. The matrix $M$ has the advantage of accepting any $U$.

## Worked example: a 3d interstitial in silicon

The host is a nearest-neighbour sp³s* model with rounded silicon parameters. On-site energies are $-4.20$ (s), 1.72 (p) and 6.69 eV (s*). The two-centre hoppings are $ss\sigma=-2.08$, $sp\sigma=2.48$, $s^*p\sigma=2.33$, $pp\sigma=2.72$ and $pp\pi=-0.72$ eV; the others are zero. The model gap is 1.154 eV. Energies below are measured from the valence band edge, and the search window stays 10 meV inside both band edges.

The impurity sits at the tetrahedral site, with four neighbours at 0.235 nm and six at 0.272 nm. Write each d orbital as a traceless symmetric matrix $D$ with $\mathrm{Tr}D^2=3/2$, so that its angular form is $f=n^TDn$ for a unit vector $n$ towards the neighbour. Its hoppings to the s orbital and to the three p orbitals there are

$$t_s=V_{sd}f,\qquad t_p=-\Big[V_{pd\sigma}fn+\tfrac{2}{\sqrt3}V_{pd\pi}(Dn-fn)\Big].$$

The minus sign arises because the p orbital is at the far end of $n$. At the bond length, $V_{sd}=-0.9$, $V_{pd\sigma}=-0.8$ and $V_{pd\pi}=0.4$ eV. They fall as distance to the power $-3.5$, which gives a factor 0.604 at the second neighbours. The s* orbital is not coupled to d. The input $\varepsilon_d=0.3$ eV was chosen to bring the shell near midgap, and $E_{\rm ref}=-5$ eV.

The potential acts on 55 orbitals but has rank 10. Each d orbital couples to one combination of neighbour orbitals, giving a 2 by 2 block of determinant $-\tau^2<0$, where $\tau$ is the coupling. Each block thus has one positive and one negative $v_i$. The eigenvalues of $M$ (in 1/eV) that cross zero are:

| $E$ (eV) | doublet | triplet | $n_-$ |
|---|---|---|---|
| 0.010 | −0.027 | −0.024 | 10 |
| 0.577 | −0.003 | 0.004 | 7 |
| 1.144 | 0.018 | 0.034 | 5 |

The other five stay between −3.1 and −2.3. The total is $10-5=5$ levels, of which $10-7=3$ lie below 0.577 eV. Root finding places the triplet at 0.480 eV and the doublet at 0.669 eV.

The table also shows why a small eigenvalue is no evidence of a level. The doublet value is only −0.003 at 0.577 eV, yet its root is 0.092 eV away. Its mean slope across the window is $(0.018+0.027)/1.134\approx0.040$ eV⁻², so small values of $\mu$ correspond to appreciable energies. Signs decide the count; a threshold on $|\mu|$ does not.

The d weights are 0.81 for e and 0.72 for t2. At the roots $S=E-\varepsilon_d$, which is 0.369 eV for e and 0.180 eV for t2: the host pushes both levels up. From $-S'=1/w_d-1$, the ratios of host weight to d weight are 0.24 and 0.38.

**A nearly degenerate pair.** Shift the $z^2$ orbital by $+0.5$ meV and $x^2-y^2$ by $-0.5$ meV. To first order the doublet splits by $w_d\times1$ meV $=0.81$ meV, and the computed splitting is 0.81 meV. In a bracket 10 meV wide around the pair, the determinant is negative at both ends and reports nothing. The count from $n_-$ is 2.

**Independent comparison.** A $4^3$ mesh describes a periodic crystal with 64 cells and one defect. Its 128 atoms and the d shell have 645 orbitals, which can be diagonalized directly. Seven cases were compared: $\varepsilon_d$ at its chosen value and shifted by $\pm0.3$ and $\pm1$ eV, then potentials of $-0.2$ and 3 eV on the four nearest atoms at the chosen $\varepsilon_d$. The rank ranged from 10 to 30. All counts agreed, and the 34 levels differed by less than $6\times10^{-13}$ eV.

**Mesh convergence.** An $N^3$ mesh repeats the defect at a spacing of $Na/\sqrt2$, where $a=0.543$ nm. Going from $N=8$ to 16 (3.1 to 6.1 nm) lowers the triplet by 0.55 meV; going from 16 to 20 moves neither level by more than 0.005 meV. This is convergence within the model, not accuracy for silicon.

## Stability and failure modes

**Small eigenvalues of $V$.** Dropping those with $|v_i|<\eta$ changes $V$ by less than $\eta$ in norm, so no ordered eigenvalue of $H$ moves by more than $\eta$. Keeping a tiny one puts a huge $1/v_i$ in $M$, and rounding errors proportional to it can spoil the small eigenvalues that matter.

**Very strong potentials.** This limit is harmless. For a vacancy made by raising the removed orbitals to infinite energy, $v^{-1}\to0$ and

$$M\to-W^TG_0W .$$

The derivative is unchanged, so the count still holds. A null vector now gives $W^T\psi=W^TG_0Wc=0$: the state has no amplitude on the removed orbitals, as a vacancy requires. The form $1-VG_0$ would contain diverging entries.

**A pole inside the interval.** Near a pole $E_p$ of $G_0$, $M\simeq-R/(E-E_p)$ with $R$ positive semidefinite of rank $p$. As $E$ passes $E_p$, $p$ eigenvalues run to $+\infty$ and return from $-\infty$, which raises $n_-$ by $p$. If no level coincides with the pole,

$$n_-(a)-n_-(b)=N(a,b)-p .$$

An $E_{\rm ref}$ inside the window would give $p=5$ here, and the count would read zero. Outside the window its value is immaterial: moving it from $-5$ to $+9$ eV changed the levels by $10^{-13}$ eV. Host states on a finite mesh are poles too, which is why the window stops short of the band edges. Shallower levels need a separate treatment.

**Broken symmetry in the numerics.** A mesh without the defect's point symmetry can split true multiplets. The total count remains correct for that mesh, but the grouping may fail. Use a symmetric mesh, and choose a grouping tolerance above the rounding error and below any splitting of interest.

**Energy-dependent potentials.** If $V$ is invertible on a fixed range and depends on energy,

$$\frac{d}{dE}V^{-1}=-V^{-1}V'V^{-1}.$$

This is positive semidefinite when $V'$ is negative semidefinite, and monotonicity then survives. Otherwise an eigenvalue may turn back, and the difference of $n_-$ gives only a net number of crossings.

## The model beside interstitial iron

The geometry is that of interstitial iron in silicon; the coupling strengths are assumed, not fitted to iron. The donor level of interstitial iron lies roughly 0.4 eV above the valence band. The triplet at 0.48 eV must not be read as a prediction of it. A donor level is a difference of total energies between charge states, whereas these are one-electron levels whose position was set through $\varepsilon_d$.

The assumption that fails most severely is a fixed d energy, equal for both spins. With a rough exchange parameter of 0.8 eV and two unpaired e electrons, a first estimate with the unsplit d weight separates the d energies of the two spins by $0.8\times2\times0.81\approx1.3$ eV, more than the gap. Shifting $\varepsilon_d$ by half of this each way, with all else fixed, gives

- majority spin: t2 at 0.04 eV and e at 0.16 eV;
- minority spin: t2 at 0.92 eV and e at 1.14 eV.

On the $16^3$ mesh each spin still has five states in the window, but the minority doublet is only about 1 meV inside its upper end. Levels this close to a band edge also converge more slowly with the mesh than the midgap levels tested above: on a $12^3$ mesh this doublet falls just outside the window. A slight change of parameters or mesh can therefore alter that count. Charging is as serious. With a rough Coulomb energy of 3 eV, one added e electron raises the e level by $3\times0.81^2\approx2.0$ eV if nothing readjusts. This exceeds the gap, so the first-order estimate has left its range, and a self-consistent calculation is needed for each charge state. The count can then be applied at each iteration, provided the potential is truncated to finite rank. For a charged defect this is a real restriction: with silicon's dielectric constant of about 11.7, the Coulomb tail of one charge is still about 0.04 eV at 3 nm, so the effect of the truncation must be checked.

The other effects sized here are smaller. A d-shell spin-orbit energy of roughly 0.05 eV splits t2 by $1.5\times0.05\times0.72\approx0.054$ eV in first order; mixing with the nearby e level raises this to about 0.064 eV. Weakening the d couplings as for neighbours 2 % farther away moves a level by at most 40 meV, and a potential of $-0.2$ eV on the four nearest atoms by at most 21 meV. The gap narrows by roughly 0.05 eV up to room temperature, against a smallest level-to-edge distance of 0.48 eV in the calculation without exchange. Jahn-Teller distortion was not sized. The program prints most of these values with more digits.

## Values computed for the example and the checks

```
Energies below are measured from the valence band edge
lattice constant 0.543 nm, bond 0.235 nm, second neighbour 0.272 nm
host on-site s, p, s*: -4.2, 1.72, 6.69 eV (absolute model scale)
host ss, sp, s*p, pp sigma, pp pi: -2.08, 2.48, 2.33, 2.72, -0.72 eV
d coupling sd, pd sigma, pd pi at bond length: -0.9, -0.8, 0.4 eV
d coupling factor at second neighbours: 0.604
valence edge on model scale: 0.0133 eV; gap: 1.1537 eV
search window: 0.010 to 1.1437 eV
d energy eps_d: 0.3 eV; reference e_ref: -5.0 eV
rank of V: 10 in a space of 55 orbitals
negative eigenvalues of M at lower, upper end: 10, 5
levels counted with multiplicity: 5
eigenvalues of M at 0.010 eV (1/eV): -3.078 -3.078 -2.661 -2.661 -2.661 -0.027 -0.027 -0.024 -0.024 -0.024
eigenvalues of M at 0.577 eV (1/eV): -2.999 -2.999 -2.540 -2.540 -2.540 -0.003 -0.003 0.004 0.004 0.004
eigenvalues of M at 1.144 eV (1/eV): -2.906 -2.906 -2.359 -2.359 -2.359 0.018 0.018 0.034 0.034 0.034
e doublet: 0.6687 eV, d weight 0.808
t2 triplet: 0.4799 eV, d weight 0.723
determinant sign changes on 241 points, step 4.72 meV: 1
change of levels when e_ref moves to +9 eV: 1.1e-13 eV
direct diagonalization: 128 atoms, 645 orbitals, 7 cases, 34 levels
ranks of V in these cases: 10 to 30
largest level difference: 5.2e-13 eV; d weight difference: 4.4e-06
tetragonal field 1.0 meV, bracket width 10.0 meV
  determinant signs at ends: -1, -1; inertia count: 2
  splitting found 0.8085 meV, weight times field 0.8085 meV
mesh 8^3, defect spacing 3.07 nm: e 0.66882 eV, t2 0.48044 eV
mesh 12^3, defect spacing 4.61 nm: e 0.66872 eV, t2 0.47993 eV
mesh 16^3, defect spacing 6.14 nm: e 0.66872 eV, t2 0.47989 eV
mesh 20^3, defect spacing 7.68 nm: e 0.66872 eV, t2 0.47988 eV
largest shift from mesh 16 to 20: 0.0047 meV
rough inputs: exchange 0.8, Coulomb 3.0, spin-orbit 0.05, gap narrowing to 300 K 0.05 eV
exchange splitting of eps_d, two unpaired e electrons: 1.29 eV
  majority spin, levels in window (eV x multiplicity): 0.041 x 3, 0.156 x 2
  minority spin, levels in window (eV x multiplicity): 0.924 x 3, 1.142 x 2
charging shift of e level per electron, no readjustment: 1.96 eV
spin-orbit splitting of t2, first order: 54.2 meV
largest level shift, neighbours 2 % farther: 39.6 meV
largest level shift, -0.2 eV on four nearest atoms: 21.0 meV
smallest distance of a level from a band edge: 0.480 eV
```
